# Conduction-Band Mass and Gap in a Two-Band Model

## Problem

A crystal has a conduction-band edge and a valence-band edge at the same wavevector, separated by a gap \(E_g>0\). The electron moves along one direction, and \(k\) is its wavevector measured from the edge. Let \(\phi_c\) and \(\phi_v\) be the normalized edge states, neither of which has a mean momentum, and let \(p\) be the momentum operator along the motion. Their coupling is described by

\[
P=|\langle\phi_c|p|\phi_v\rangle|,\qquad E_P=2P^2 .
\]

Hartree atomic units are used in the equations, so the free-electron mass is 1. The quantity \(E_P\) is called the momentum energy; in ordinary units it is \(2P^2/m_0\), where \(m_0\) is the free-electron mass. Gaps and momentum energies are quoted in eV, which is harmless where they enter as ratios.

All other bands and spin-orbit coupling are neglected. The effective mass \(m\) of the conduction electron is defined by the curvature at the edge,

\[
\frac1m=\left.\frac{d^2E_c}{dk^2}\right|_{k=0}.
\]

Take \(E_P=25\) eV and keep it fixed. What is \(m\) for \(E_g=1.5\) eV and for \(E_g=0.5\) eV? Does the mass fall in proportion to the gap, and how far from the edge does it describe the band?

## First estimate by scaling

Away from the edge the two states are coupled by an energy of size \(kP\). Two levels a distance \(E_g\) apart, weakly coupled, repel each other by about the square of the coupling divided by their separation. The conduction level therefore rises by

\[
\delta E\approx\frac{(kP)^2}{E_g}.
\]

If this rise is taken as the whole kinetic energy \(k^2/(2m)\), then

\[
\frac{1}{2m}\approx\frac{P^2}{E_g}
\quad\Longrightarrow\quad
m\approx\frac{E_g}{2P^2}=\frac{E_g}{E_P}.
\]

The estimate gives \(1.5/25=0.060\) for the wide gap and \(0.5/25=0.020\) for the narrow one. It predicts that a threefold smaller gap gives a threefold smaller mass. It leaves out the kinetic energy that a free electron would have without any coupling between bands.

## Exact solution of the two-band model

**The matrix.** Let \(H_0=p^2/2+U\) be the crystal Hamiltonian with a local potential \(U\), and write the wavefunction near the edge as

\[
\psi=e^{ikx}\left(a\,\phi_c+b\,\phi_v\right).
\]

Since \(p\,e^{ikx}f=e^{ikx}(p+k)f\) for any function \(f\), the factor \(e^{ikx}\) can be removed from the Schrödinger equation by replacing \(p\) with \(p+k\):

\[
\frac{(p+k)^2}{2}+U=H_0+kp+\frac{k^2}{2}.
\]

Put the zero of energy at the valence edge, so that \(H_0\phi_v=0\) and \(H_0\phi_c=E_g\phi_c\). The diagonal elements of \(p\) vanish by assumption. The off-diagonal element may be complex, but its phase can be absorbed into \(\phi_v\), which leaves the real number \(P\). Projection onto the two edge states gives

\[
H(k)=\begin{pmatrix}E_g+k^2/2 & kP\\ kP & k^2/2\end{pmatrix}.
\]

**The energies.** The term \(k^2/2\) is common to both diagonal elements. With \(\varepsilon=E-k^2/2\), the condition for an eigenvalue is

\[
(E_g-\varepsilon)(-\varepsilon)-k^2P^2=0
\quad\Longrightarrow\quad
\varepsilon^2-E_g\,\varepsilon-k^2P^2=0 .
\]

The larger root belongs to the conduction band, because it tends to \(E_g\) as \(k\to0\):

\[
E_c(k)=\frac{k^2}{2}+\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+P^2k^2}.
\]

**The mass.** Take \(E_g/2\) out of the root and set \(z=4P^2k^2/E_g^2\). For small \(z\), \(\sqrt{1+z}=1+z/2-z^2/8+\dots\), so that

\[
\frac{E_g}{2}\sqrt{1+z}
=\frac{E_g}{2}+\frac{P^2k^2}{E_g}-\frac{P^4k^4}{E_g^3}+\dots
\]

and

\[
E_c(k)=E_g+\frac{k^2}{2}+\frac{P^2k^2}{E_g}-\frac{P^4k^4}{E_g^3}+\dots
\]

Two derivatives at \(k=0\) turn the quadratic terms into \(1+2P^2/E_g\). Hence

\[
\boxed{\frac1m=1+\frac{E_P}{E_g},\qquad m=\frac{E_g}{E_g+E_P}.}
\]

**The numbers.** For the wide gap,

\[
\frac1m=1+\frac{25}{1.5}=17.667,\qquad m=0.0566\approx0.057 .
\]

For the narrow gap,

\[
\frac1m=1+\frac{25}{0.5}=51,\qquad m=0.0196\approx0.020 .
\]

Both masses are in units of the free-electron mass. The reduction is 65 percent of the wide-gap value.

**The trend.** At fixed \(E_P\), the quotient rule gives

\[
\frac{dm}{dE_g}=\frac{(E_g+E_P)-E_g}{(E_g+E_P)^2}
=\frac{E_P}{(E_g+E_P)^2}>0 ,
\]

so within this model every reduction of the gap lowers the mass. The condition on \(E_P\) matters: if \(E_P\) shrank in proportion to \(E_g\), their ratio and hence the mass would not change.

The cause is level repulsion. The valence state lies below the conduction state and pushes it upward as \(k\) grows. A smaller separation makes the push stronger, the band more curved and the electron lighter. The same push acts downward on the valence band, whose energy is

\[
E_v(k)=\frac{k^2}{2}-\frac{P^2k^2}{E_g}+\dots
\]

Its curvature is \(1-E_P/E_g\), which is negative when \(E_P>E_g\), as here. The free-electron term now opposes the repulsion, so the hole mass \(1/(E_P/E_g-1)\) is somewhat larger than the electron mass.

## Comparison of the two answers

The estimate has the right cause but lacks the 1 in \(1/m\). Its error relative to the exact mass of the model is

\[
\frac{E_g/E_P}{E_g/(E_g+E_P)}-1=\frac{E_g+E_P}{E_P}-1=\frac{E_g}{E_P},
\]

which is 6 percent at 1.5 eV and 2 percent at 0.5 eV. The mass is therefore nearly, but not strictly, proportional to the gap:

\[
\frac{m(1.5)}{m(0.5)}=\frac{1.5}{0.5}\cdot\frac{0.5+25}{1.5+25}
=3\cdot\frac{25.5}{26.5}=2.887 .
\]

In the opposite limit, \(E_g\gg E_P\), the estimate fails altogether. It grows without bound, whereas the mass of the two-band model tends to 1, the free value that remains when the coupling is negligible. This limit belongs to the model. In a crystal whose gap is made large by a strong potential, the neglected bands matter and the mass can exceed 1: in the cosine crystal treated below, \(V=30\) eV gives a gap of 46.5 eV and \(E_P=47.4\) eV, for which the formula gives 0.495 while the band curvature gives 1.66.

### How far the parabola holds

The parabola with this mass describes the energy while the quartic term is small. Let \(y=P|k|/E_g\). Relative to the parabola \(k^2/(2m)\), the quartic term has the size

\[
\frac{P^4k^4/E_g^3}{k^2/(2m)}
=\frac{2mP^2}{E_g}\,y^2
=\frac{E_P}{E_g+E_P}\,y^2=(1-m)\,y^2 .
\]

At \(y=0.1\) this is just under one percent. The full eigenvalues give 0.925 percent for the wide gap and 0.961 percent for the narrow one; the parabola is too high in both cases. The local curvature departs sooner: two derivatives multiply the relative size of the quartic term by six, so at \(y=0.1\) the curvature is already between 5 and 6 percent below \(1/m\). The corresponding wavevectors are 0.0081 and 0.0027 bohr\(^{-1}\). At fixed \(y\) the wavevector is proportional to the gap. At a fixed relative error of the parabola the range shrinks in nearly the same proportion, because \(1-m\) differs little between the two gaps. The energy reached there is small too:

\[
\frac{k^2}{2m}=\frac{y^2E_g^2}{2mP^2}=y^2E_g\left(1+\frac{E_g}{E_P}\right),
\]

or about one percent of the gap: 16 meV for the wide gap and 5 meV for the narrow one, both below the thermal energy of 26 meV at 300 K. Where the parabola reaches 26 meV it is too high by 1.5 and 4.5 percent respectively. If the gap closes, \(E_c=k^2/2+P|k|\). The band then has a corner at \(k=0\), and an effective mass defined by curvature no longer exists.

### A crystal with all its bands

The two-band reduction can be examined in a one-dimensional crystal with potential \(U(x)=2V\cos(Gx)\), where \(V>0\). At the zone boundary the plane waves with wavevectors \(\pm G/2\) have equal kinetic energy and are coupled by \(V\). Their combinations \(\cos(Gx/2)\) and \(\sin(Gx/2)\) are shifted by \(+V\) and \(-V\), so the gap is close to \(2V\). The momentum operator turns one into the other with \(P=G/2\), and therefore \(E_P=G^2/2\). Setting this to 25 eV gives \(G=1.3555\) bohr\(^{-1}\).

With ten plane waves, \(V\) was adjusted to give each gap, and the mass was taken from the numerical curvature of the second band. The result is 0.0566 at 1.5 eV and 0.0196 at 0.5 eV, in agreement with the two-band formula to the digits shown.

The small remaining difference can be traced. Second-order perturbation theory in \(kp\), with all bands \(n\) kept, gives

\[
E_c(k)=E_c(0)+\frac{k^2}{2}+k^2\sum_{n\ne c}\frac{|p_{nc}|^2}{E_c-E_n}+\dots,
\qquad
\frac1m=1+2\sum_{n\ne c}\frac{|p_{nc}|^2}{E_c-E_n},
\]

where \(p_{nc}\) is the momentum matrix element between edge states and the energies in the sum are taken at \(k=0\). Bands above the conduction band contribute with a negative sign. At the wide gap the valence band contributes 16.682 and all the higher bands together only \(-0.0005\). The valence term slightly exceeds \(25/1.5=16.667\) because the potential mixes waves with wavevectors \(\pm3G/2\) into both edge states. Their kinetic energy is higher by \(9G^2/8-G^2/8=G^2\), which gives an admixture of relative amplitude \(-\eta\), with \(\eta\approx V/G^2\). The matrix element becomes

\[
P\approx\frac G2\,\frac{1+3\eta^2}{1+\eta^2}\approx\frac G2\,(1+2\eta^2),
\]

so \(E_P\) grows by the factor \(1+4\eta^2\). With \(V=0.75\) eV and \(G^2=2E_P=50\) eV, \(\eta=0.015\) and the growth is 0.09 percent, in accord with the computed 25.02 eV. In this crystal the gap can thus be changed threefold while \(E_P\) stays nearly fixed. That is a property of this weak potential, not a general law.

### Use in band-structure calculations

In three dimensions, let one s-like conduction state couple with equal strength \(P\) to three degenerate p-like valence states, with no \(kp\) coupling among the latter. The p-like combination pointing along the wavevector then couples with \(P|k|\), and the two perpendicular ones do not couple. These two keep the free-electron curvature \(+1\), the wrong sign for a valence band, so the model does not describe heavy holes; their mass comes from the bands left out. The two-band matrix returns for every direction, so the conduction mass is isotropic. Spin-orbit coupling splits the valence states, the energy denominators are no longer all equal, and the formula has to be changed.

The formula also shows how a gap error reaches the mass. At fixed \(E_P\),

\[
\frac{E_g}{m}\frac{dm}{dE_g}=\frac{E_P}{E_g+E_P}=1-m ,
\]

so a small relative error in the gap produces nearly the same relative error in a light mass. A calculation that reproduces \(P\) but gives too small a gap will, in this model, give too light an electron. Shifting the whole conduction band rigidly upward does not repair this: a constant added to \(E_c(k)\) corrects the gap but leaves the curvature, and hence the mass, unchanged.

The numerical output lists the values for both gaps.

## Numbers as computed

```
Hartree energy: 27.211386 eV
Momentum energy E_P: 25.0 eV
Momentum energy E_P: 0.91873 hartree
Momentum matrix element P: 0.67777 atomic units
Crystal wavevector G: 1.35553 1/bohr
Crystal period: 4.6352 bohr
Plane waves in crystal: 10 (count)
[gap 1.5 eV] gap: 0.055124 hartree
[gap 1.5 eV] E_P/Eg: 16.6667 (dimensionless)
[gap 1.5 eV] inverse mass: 17.6667 1/electron mass
[gap 1.5 eV] mass from matrix: 0.05660 electron masses
[gap 1.5 eV] mass from formula: 0.05660 electron masses
[gap 1.5 eV] mass without free term: 0.06000 electron masses
[gap 1.5 eV] k at P*k = 0.1*Eg: 0.008133 1/bohr
[gap 1.5 eV] parabola excess there: 0.925 percent
[gap 1.5 eV] crystal V: 0.75017 eV
[gap 1.5 eV] crystal E_P: 25.0225 eV
[gap 1.5 eV] crystal valence term: 16.6817 1/electron mass
[gap 1.5 eV] crystal remote term: -0.000485 1/electron mass
[gap 1.5 eV] crystal mass: 0.05656 electron masses
[gap 0.5 eV] gap: 0.018375 hartree
[gap 0.5 eV] E_P/Eg: 50.0000 (dimensionless)
[gap 0.5 eV] inverse mass: 51.0000 1/electron mass
[gap 0.5 eV] mass from matrix: 0.01961 electron masses
[gap 0.5 eV] mass from formula: 0.01961 electron masses
[gap 0.5 eV] mass without free term: 0.02000 electron masses
[gap 0.5 eV] k at P*k = 0.1*Eg: 0.002711 1/bohr
[gap 0.5 eV] parabola excess there: 0.961 percent
[gap 0.5 eV] crystal V: 0.25001 eV
[gap 0.5 eV] crystal E_P: 25.0025 eV
[gap 0.5 eV] crystal valence term: 50.0050 1/electron mass
[gap 0.5 eV] crystal remote term: -0.000051 1/electron mass
[gap 0.5 eV] crystal mass: 0.01961 electron masses
Gap ratio: 3.0000 (dimensionless)
Mass ratio: 2.8868 (dimensionless)
Mass reduction: 65.36 percent
Mass slope at gap 1.0 eV: 0.03698 electron masses per eV
```
